\section*{Random-strain splitting of acceptors: fourth-power gap density, fifth-power heat capacity}

\section{What the gap density decides}

To compute the heat capacity of a lightly doped crystal well below 0.1 K, one must decide how the acceptor contribution is continued to low temperature. Random strain splits each acceptor ground state, and acceptors with small gaps still absorb heat when $k_BT$ lies far below the typical gap. If small gaps are as likely as others, the contribution falls linearly with $T$. If they are rare, it falls much faster. For the parameters used below, the two assumptions differ at 0.01 K by a factor of about 2000 at equal width per coupling, or about 950 at equal rms gap. The number of independent couplings between strain and acceptor settles the choice, provided that their joint density is continuous, finite and nonzero where all of them vanish.

The algebra uses atomic units, with $\tau=k_BT$ for the thermal energy. Heat capacities are per acceptor. Numerical energies are in eV and temperatures in K.

\section{One coupling}

Take two doubly degenerate levels at $\pm|h|$, where $h$ is a frozen Gaussian variable of zero mean and width $s$. The gap is $\Delta=2|h|$. Both signs of $h$ give the same gap, and $d|h|=d\Delta/2$, so
\begin{equation}
P_1(\Delta)=2\cdot\frac12\,\frac{e^{-\Delta^2/8s^2}}{\sqrt{2\pi}\,s},
\qquad P_1(0)=\frac{1}{\sqrt{2\pi}\,s}.
\end{equation}

For one acceptor, measure energy from the lower doublet and put $x=\Delta/\tau$. The equal degeneracies cancel, leaving the mean energy
\begin{equation}
U=\Delta\,\frac{2e^{-x}}{2+2e^{-x}}=\frac{\Delta}{e^x+1}.
\end{equation}
Since $dx/dT=-x/T$,
\begin{equation}
\frac{C}{k_B}=\frac{1}{k_B}\frac{dU}{dT}
=\frac{\Delta}{k_BT}\,\frac{x\,e^x}{(e^x+1)^2}
=\frac{x^2e^x}{(e^x+1)^2}\equiv c(x).
\label{eq:schottky}
\end{equation}
The strain does not rearrange thermally, so $c(x)$ is averaged over acceptors at fixed gaps:
\begin{equation}
\frac{C}{k_B}=\int_0^\infty P(\Delta)\,c(\Delta/\tau)\,d\Delta .
\label{eq:average}
\end{equation}

The low-temperature limit needs the integrals
\begin{equation}
I_n=\int_0^\infty\frac{x^ne^x}{(e^x+1)^2}\,dx .
\end{equation}
Because $e^x/(e^x+1)^2=-\frac{d}{dx}(e^x+1)^{-1}$, integration by parts, whose boundary terms vanish for $n\ge1$, followed by expansion in $e^{-x}$ gives, for $n\geq2$,
\begin{align}
I_n&=n\int_0^\infty\frac{x^{n-1}}{e^x+1}\,dx
=n\sum_{k=1}^\infty(-1)^{k+1}\int_0^\infty x^{n-1}e^{-kx}dx\nonumber\\
&=n!\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k^n}
=n!\,(1-2^{1-n})\,\zeta(n).
\label{eq:In}
\end{align}
The last step subtracts twice the even terms, $2\cdot2^{-n}\zeta(n)$, from $\zeta(n)$. With $\zeta(2)=\pi^2/6$, $I_2=\pi^2/6$. Replacing $P_1(\Delta)$ by $P_1(0)$ and $d\Delta$ by $\tau\,dx$ gives
\begin{equation}
\frac{C}{k_B}\to\frac{\pi^2}{6\sqrt{2\pi}}\,\frac{\tau}{s}.
\label{eq:linear}
\end{equation}
One coupling therefore produces a linear heat capacity.

\section{Several couplings}

Suppose instead that $\Delta=2|h|$ with $h=(h_1,\dots,h_d)$. A small gap now requires all $d$ components to be small together. Let $f(h)$ be their joint density. On a small sphere of radius $r=\Delta/2$ it is nearly $f(0)$, so
\begin{equation}
P_d(\Delta)\to\frac12 S_d\left(\frac{\Delta}{2}\right)^{d-1}f(0),
\label{eq:shell}
\end{equation}
where $S_d$ is the area of the unit sphere and the first factor $1/2$ is $dr/d\Delta$. The area follows from evaluating one integral in Cartesian and radial form:
\begin{equation}
\pi^{d/2}=\int e^{-r^2}d^dh=S_d\int_0^\infty r^{d-1}e^{-r^2}dr
=\tfrac12S_d\,\Gamma(d/2).
\end{equation}
Thus $S_d=2\pi^{d/2}/\Gamma(d/2)$. Inserting Eq.~\eqref{eq:shell} in Eq.~\eqref{eq:average},
\begin{equation}
\frac{C}{k_B}\to 2^{-d}S_d\,f(0)\,I_{d+1}\,\tau^d .
\label{eq:general}
\end{equation}
For $d=1$, $S_1=2$ and Eq.~\eqref{eq:linear} returns. The temperature power equals the number of couplings. Numerical integration of the Gaussian model at $\tau$ near $10^{-3}s$ gave local exponents 1.99999, 2.99999 and 4.99999 for $d=2$, 3 and 5.

Equation~\eqref{eq:general} does not require a Gaussian. It is enough that $f$ is continuous, finite and nonzero at the origin. Large gaps cannot spoil the limit: for $\Delta>\delta$ and $\delta>2\tau$, $c(x)\le x^2e^{-x}\le(\delta/\tau)^2e^{-\delta/\tau}$, which vanishes faster than any power of $\tau$.

\section{Why an acceptor has five couplings}

The ground state considered here is a $\Gamma_8$ quartet, represented by angular momentum $J=3/2$. Its $4\times4$ Hermitian operators form a 16-dimensional real space. Symmetrized products of zero, one, two and three components of $\mathbf J$, with traces removed, supply $1+3+5+7=16$ operators. Time reversal changes the sign of $\mathbf J$, so the even operators are the identity and the five quadratic ones. Static strain is even under time reversal. Apart from a common energy shift, it can therefore enter through five operators at most. A direct numerical count of the even operators, identity included, also gives six.

With $\{A,B\}=AB+BA$, choose
\begin{align}
\Gamma_1&=J_z^2-\tfrac54, &
\Gamma_2&=\frac{J_x^2-J_y^2}{\sqrt3},\nonumber\\
\Gamma_3&=\frac{\{J_y,J_z\}}{\sqrt3}, &
\Gamma_4&=\frac{\{J_z,J_x\}}{\sqrt3},\quad
\Gamma_5=\frac{\{J_x,J_y\}}{\sqrt3}.
\end{align}
Their matrix elements follow from $J_\pm=J_x\pm iJ_y$. In the order $m=3/2,1/2,-1/2,-3/2$, the elements of $J_+$ between neighbours are $\sqrt3,2,\sqrt3$. Hence both nonzero elements of $J_+^2$ are $2\sqrt3$. The relations
\begin{equation}
J_x^2-J_y^2=\frac{J_+^2+J_-^2}{2},\qquad
\{J_x,J_y\}=\frac{J_+^2-J_-^2}{2i}
\end{equation}
give $\Gamma_2$ and $\Gamma_5$. For the other two, $\{J_z,J_+\}$ multiplies the element of $J_+$ from $m$ to $m+1$ by $2m+1$, which yields $2\sqrt3,0,-2\sqrt3$. With $p=h_2-ih_5$ and $q=h_4-ih_3$,
\begin{equation}
H=\sum_{i=1}^5h_i\Gamma_i=
\begin{pmatrix}
h_1&q&p&0\\
q^*&-h_1&0&p\\
p^*&0&-h_1&-q\\
0&p^*&-q^*&h_1
\end{pmatrix}.
\end{equation}

Now square $H$. Each diagonal element is $h_1^2+|p|^2+|q|^2=|h|^2$. The elements above the diagonal are
\begin{align}
(H^2)_{12}&=h_1q-qh_1=0, & (H^2)_{13}&=h_1p-ph_1=0,\nonumber\\
(H^2)_{14}&=qp-pq=0, & (H^2)_{23}&=q^*p-pq^*=0,\nonumber\\
(H^2)_{24}&=-h_1p+ph_1=0, & (H^2)_{34}&=h_1q-qh_1=0,
\end{align}
and those below vanish by Hermiticity. Thus $H^2=|h|^2$, and every eigenvalue is $\pm|h|$. Since $H$ is traceless, each sign occurs twice, and
\begin{equation}
\Delta=2\sqrt{h_1^2+h_2^2+h_3^2+h_4^2+h_5^2}.
\end{equation}
If $h_1$ alone is present, this reduces to the first example.

\section{The five-coupling result}

Let the five $h_i$ be independent Gaussians of zero mean and common width $s$, so $f(h)=(2\pi s^2)^{-5/2}e^{-|h|^2/2s^2}$. Since $\Gamma(5/2)=3\sqrt\pi/4$, $S_5=8\pi^2/3$. The density is constant on each sphere, so the shell argument holds at every radius:
\begin{align}
P(\Delta)&=\frac12\,\frac{8\pi^2}{3}\,\frac{\Delta^4}{16}\,
\frac{e^{-\Delta^2/8s^2}}{(2\pi)^{5/2}s^5}
=\frac{\pi^2\Delta^4}{12}\,
\frac{e^{-\Delta^2/8s^2}}{4\pi^2\sqrt{2\pi}\,s^5}\nonumber\\
&=\sqrt{\frac2\pi}\,\frac{\Delta^4}{96s^5}\,e^{-\Delta^2/8s^2}.
\label{eq:density}
\end{align}
This is the fourth-power onset. Setting the derivative of $\ln P$ to zero, $4/\Delta-\Delta/4s^2=0$, puts the most probable gap at $4s$. The mean square gap is $4\cdot5s^2=20s^2$.

For low temperature, expand the exponential in Eq.~\eqref{eq:density} and set $\Delta=\tau x$:
\begin{equation}
\frac{C}{k_B}=\sqrt{\frac2\pi}\,\frac{1}{96}\left(\frac{\tau}{s}\right)^5
\left[I_6-\frac{\tau^2}{8s^2}I_8+\cdots\right].
\end{equation}
Using $\zeta(6)=\pi^6/945$ and $\zeta(8)=\pi^8/9450$ in Eq.~\eqref{eq:In},
\begin{align}
I_6&=720\cdot\frac{31}{32}\cdot\frac{\pi^6}{945}=\frac{31\pi^6}{42},\nonumber\\
I_8&=40320\cdot\frac{127}{128}\cdot\frac{\pi^8}{9450}=\frac{127\pi^8}{30}.
\end{align}
Therefore
\begin{equation}
\boxed{\frac{C}{k_B}=\frac{31\pi^6}{4032}\sqrt{\frac2\pi}
\left(\frac{\tau}{s}\right)^5
\left[1-\frac{889\pi^2}{1240}\left(\frac{\tau}{s}\right)^2+\cdots\right]}
\label{eq:main}
\end{equation}
with leading coefficient 5.898 and correction coefficient 7.076. At $\tau=0.01s$, direct integration of Eq.~\eqref{eq:average} gives 0.999293 times the leading law; differentiating the averaged energy with a step of $10^{-5}s$ gives 0.999296, the excess being step error. The correction predicts $1-7.076\times10^{-4}=0.999292$.

The large correction has a simple origin. The integrand of $I_6$ peaks where $6/x=\tanh(x/2)$, near $x=6$. The heat is absorbed mainly by acceptors with gaps several times $\tau$, so these gaps, and not only $\tau$ itself, must lie well inside the quartic region.

In the opposite limit, $\tau\gg s$, $c(x)\to x^2/4$ and
\begin{equation}
\frac{C}{k_B}\to\frac{\langle\Delta^2\rangle}{4\tau^2}=5\left(\frac{s}{\tau}\right)^2.
\end{equation}
The heat capacity thus rises as $T^5$, passes through a maximum and falls as $T^{-2}$, provided that excited acceptor states remain empty.

\section{From strain tensors to couplings}

Equal widths are a condition on the crystal and the acceptor. To linear order in strain $e_{ij}$, with tensor shear components, cubic symmetry gives
\begin{equation}
H=b'\sum_i e_{ii}\left(J_i^2-\tfrac54\right)
+\frac{d'}{\sqrt3}\sum_{i<j}e_{ij}\{J_i,J_j\}.
\end{equation}
The trace of the strain drops out because $\sum_i(J_i^2-5/4)=0$. Put $u=e_{zz}-\frac13\sum_i e_{ii}$ and $v=e_{xx}-e_{yy}$. The traceless diagonal strains are $u$ along $z$ and $-u/2\pm v/2$ along $x$ and $y$. Since $J_x^2+J_y^2=15/4-J_z^2$, the first sum is
\begin{equation}
u\left[J_z^2-\tfrac12(J_x^2+J_y^2)\right]+\tfrac v2(J_x^2-J_y^2)
=\tfrac32u\,\Gamma_1+\tfrac{\sqrt3}{2}v\,\Gamma_2 .
\end{equation}
Hence
\begin{equation}
h_1=\tfrac32b'u,\quad h_2=\tfrac{\sqrt3}{2}b'v,\quad
(h_3,h_4,h_5)=d'(e_{yz},e_{zx},e_{xy}).
\end{equation}

If the random strain is Gaussian and has no preferred direction, the density of its traceless part $e'$ is proportional to $\exp(-\sum_{ij}e_{ij}'^2/2w)$, where $w$ sets the strength. In the present variables,
\begin{equation}
\sum_{ij}e_{ij}'^2=\tfrac32u^2+\tfrac12v^2+2(e_{yz}^2+e_{zx}^2+e_{xy}^2).
\end{equation}
The variances are therefore $2w/3$ for $u$, $2w$ for $v$ and $w/2$ for each shear. The two diagonal couplings have width $s_E$ and the three shear couplings width $s_T$, where
\begin{equation}
s_E^2=\tfrac32b'^2w,\qquad s_T^2=\tfrac12d'^2w,\qquad
\frac{s_T}{s_E}=\frac{|d'|}{\sqrt3\,|b'|}.
\end{equation}
Equal widths require $|d'|=\sqrt3|b'|$. For this case, 150000 random strain tensors were converted to Hamiltonians and diagonalized. The cumulative gap distribution differed from Eq.~\eqref{eq:density} by at most 0.0018, within the expected sampling noise. At $\tau=0.5s$ the sampled heat capacity was $0.0529\pm0.0002\,k_B$, against $0.0527\,k_B$ from the integral.

For unequal widths, $f(0)=(2\pi)^{-5/2}/(s_E^2s_T^3)$. The powers 4 and 5 survive, and the prefactor changes. Define $s$ by the same mean square gap, $5s^2=2s_E^2+3s_T^2$. Relative to equal widths, the prefactor is multiplied by $s^5/(s_E^2s_T^3)$. This is at least one, because the geometric mean of the five variances cannot exceed their arithmetic mean.

A uniform strain adds a fixed vector of length $m$ to $h$. For equal widths, $f(0)$ is multiplied by $e^{-m^2/2s^2}$, which is 0.61 for $m=s$. A large bias leaves the asymptotic power intact but makes its amplitude very small.

\section{Numbers for lightly doped silicon}

Take $s=10^{-5}$ eV, $T=0.01$ K and $n=10^{15}$ acceptors per cm$^3$. The doping lies in the regime of lightly boron-doped silicon. The strain width is a round model choice, since it depends on the crystal. Strain is not the only source of splitting in real silicon: isotopic disorder in natural silicon and electric fields from charged impurities are also even under time reversal and act through the same five operators, with distributions that are not computed here. The most probable gap is $4.0\times10^{-5}$ eV and the rms gap $4.5\times10^{-5}$ eV.

The thermal energy is $8.62\times10^{-7}$ eV, so $\tau/s=0.0862$. The leading law gives
\begin{equation}
\frac{C}{k_B}\simeq5.898\,(0.08617)^5\simeq2.80\times10^{-5}.
\end{equation}
The correction is $7.076(0.0862)^2\simeq0.053$. The full integral gives $2.66\times10^{-5}$, or $3.7\times10^{-13}$ J/(K cm$^3$) at this doping. A single coupling of the same width would give $0.656\times0.0862=0.057$ from Eq.~\eqref{eq:linear}, which is the factor of 2000 quoted at the start.

The local exponent $d\ln C/d\ln T$ is 4.97 at 0.005 K, 4.90 at 0.01 K, 4.63 at 0.02 K and 3.43 at 0.05 K. The full result lies 10 percent below the leading law at 0.0144 K. A fit reaching 0.05 K would thus find a smaller power even if the model were perfect.

With rough deformation potentials $b'=-1.4$ eV and $d'=-3.7$ eV, the widths at fixed rms gap are $s_E=0.746s$ and $s_T=1.138s$. The prefactor is multiplied by $1/(0.746^2\times1.138^3)\simeq1.22$. These widths assume a strain distribution with no preferred direction. Silicon is elastically cubic: if the random stress is isotropic instead, $s_T/s_E$ is multiplied by $(C_{11}-C_{12})/2C_{44}\simeq0.64$, the widths become nearly equal and the factor drops to 1.00. The corresponding rms shear strain is $3.1\times10^{-6}$.

\section{What a calorimeter would add}

\paragraph{Host lattice.} In the Debye model, $N$ atoms per volume have mode density $9N\omega^2/\omega_D^3$. With Debye temperature $\theta$ and $T\ll\theta$,
\begin{equation}
\frac{C_{\rm lat}}{k_B}=9N\left(\frac T\theta\right)^3
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx
=\frac{12\pi^4}{5}N\left(\frac T\theta\right)^3,
\end{equation}
since the integral is $4!\,\zeta(4)=4\pi^4/15$. Rough silicon values, $N=5\times10^{22}$ cm$^{-3}$ and $\theta=640$ K, give $4.5\times10^{-5}k_B$ per acceptor, already above the strain signal. Being cubic in $T$, this background gains on the $T^5$ term as the same sample is cooled.

\paragraph{Exchange between acceptors.} Two nearby acceptors in their lower doublets are modelled here as two spins one half with isotropic exchange. Exchange between real acceptors can be anisotropic and split the triplet. For a singlet below a triplet by $G$, with $y=G/\tau$, the excitation energy is $3Ge^{-y}/(1+3e^{-y})$. Its temperature derivative, in units of $k_B$, is
\begin{equation}
c_{\rm pair}(y)=\frac{3y^2e^{-y}}{(1+3e^{-y})^2}.
\end{equation}
A hydrogenic estimate of the gap is $G\sim2E_b\rho^{5/2}e^{-2\rho}$, with $\rho=R/a$ and $a=1/(2\varepsilon E_b)$. The power and exponential are the asymptotic hydrogenic form; the prefactor is set to one, and the anisotropy of the acceptor state is ignored. For randomly placed, dilute acceptors,
\begin{equation}
\frac{C_{\rm ex}}{k_B}=\frac n2\int_0^\infty4\pi R^2c_{\rm pair}(G/\tau)\,dR,
\end{equation}
where the half shares each pair between its members. With rough values $E_b=0.045$ eV and $\varepsilon=11.7$, $a=1.37$ nm and the result is $8\times10^{-4}k_B$ per acceptor. A tenfold larger exchange raises it to $1.1\times10^{-3}k_B$. The radius matters more, since at fixed $E_b$ the result scales as $a^3$. Decay lengths $1/\sqrt{2mE_b}$ for silicon hole masses $m$ between about 0.72 and 0.14 run from 1.1 to 2.5 nm and give $4\times10^{-4}$ to $5\times10^{-3}k_B$. This is the largest neglected effect found here, about 30 times the strain signal.

\paragraph{Splitting of the lower doublet.} A magnetic field is odd under time reversal and splits the doublets. For a small splitting $\delta$, the heat capacity added in thermal equilibrium is $(\delta/2\tau)^2k_B$. A stray field of roughly $5\times10^{-5}$ T with an effective doublet factor $g=1$, so that $\delta=g\mu_BB$, gives $\delta=2.9\times10^{-9}$ eV and $2.8\times10^{-6}k_B$, about 11 percent of the strain signal. If the field instead acts on the whole quartet as $\mu_B\mathbf B\cdot\mathbf J$, the splitting depends on the strain direction. For equal widths its mean square is $3(\mu_BB)^2$, which triples this heat capacity. A doublet splitting of $8.9\times10^{-9}$ eV would add as much heat capacity as the strain signal. Hyperfine coupling is not modelled; this value is the scale against which it should be judged.

\paragraph{Excited acceptor states.} Mixing through strain adds terms quadratic in strain, of relative order $s/E_{\rm exc}=5\times10^{-4}$ for a rough excitation energy of 0.02 eV. They are time-even and vanish with the strain, so at this size they do not matter for the gaps that carry the heat here.

The first two effects limit the doping from opposite sides. At 0.01 K, the strain signal exceeds the lattice for $n>1.7\times10^{15}$ cm$^{-3}$ and exceeds exchange for $n<3.2\times10^{13}$ cm$^{-3}$. For $a$ between 1.1 and 2.5 nm the second limit moves between $6\times10^{13}$ and $5\times10^{12}$ cm$^{-3}$. These conditions are incompatible, so within these estimates no doping lets the strain signal dominate the total heat capacity at this temperature and strain width. At the same width and $a=1.37$ nm the two limits overlap from about 0.02 K upward; at 0.03 K the best doping makes the signal 2.4 times the sum of lattice and exchange, but the local exponent there is only 4.25.

Holding $\tau/s$ fixed while cooling keeps the strain signal per acceptor constant and reduces the lattice term as $T^3$. For $a=1.37$ nm the two doping limits meet at about 0.0025 K, which requires $s\simeq2.5\times10^{-6}$ eV; for $a$ between 1.1 and 2.5 nm the meeting point lies between 0.0032 and 0.0014 K. There the lattice and exchange terms each still equal the strain signal, so at this value of $\tau/s$ the strain signal can dominate only at still lower temperature, with correspondingly quieter strain. In thermal equilibrium the same stray field would by then contribute $2.8\times10^{-6}(0.01/0.0025)^2\simeq4.5\times10^{-5}k_B$, more than the signal. How much of this a calorimeter records depends on how fast the split doublets exchange heat with the lattice, which is not modelled here.

Equation~\eqref{eq:main} is thus the low-temperature law for isolated acceptors in zero field whose five couplings are independent Gaussians of zero mean and equal width. Other strain distributions with a continuous, finite and nonzero density at $h=0$ keep the fifth power, with a leading coefficient set by $f(0)$. In a model of a real sample it belongs as one term beside the lattice, pair and doublet contributions. The full set of computed values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
time-even Hermitian operators on quartet: 6
random strain tensors diagonalized: 150000
largest CDF deviation, sampled vs formula: 0.00177
C at tau=0.5 s, sampled: 0.0529 +- 0.0002 k_B
C at tau=0.5 s, integral: 0.0527 k_B
sixth moment integral: 709.5968
eighth moment integral: 40168.11
T^5 law coefficient: 5.8977
correction coefficient: 7.0759
dU/dT over T^5 law at tau=0.01 s: 0.999296
heat exponent with 2 couplings: 1.99999
heat exponent with 3 couplings: 2.99999
heat exponent with 5 couplings: 4.99999
coupling width s: 1.0e-05 eV
acceptor density n: 1.0e+15 cm^-3
temperature T: 0.01 K
thermal energy k_B T: 8.617e-07 eV
ratio k_B T / s: 0.0862
most probable gap: 4.00e-05 eV
mean gap: 4.255e-05 eV
rms gap: 4.472e-05 eV
C per acceptor, full integral: 2.661e-05 k_B
C per acceptor, T^5 law: 2.802e-05 k_B
C per volume, full integral: 3.674e-13 J/(K cm^3)
T=0.002 K: C=8.949e-09 k_B, C/law=0.9979, exponent=4.996
T=0.005 K: C=8.644e-07 k_B, C/law=0.9870, exponent=4.974
T=0.01 K: C=2.661e-05 k_B, C/law=0.9496, exponent=4.898
T=0.02 K: C=7.355e-04 k_B, C/law=0.8201, exponent=4.625
T=0.05 K: C=3.239e-02 k_B, C/law=0.3699, exponent=3.428
T=0.1 K: C=2.021e-01 k_B, C/law=0.0721, exponent=1.790
T where C is 10% below law: 0.0144 K
deformation potentials b', d' (rough): -1.4, -3.7 eV
rms shear strain e_xy: 3.08e-06
cubic widths sE/s, sT/s: 0.7460, 1.1383
cubic prefactor / equal-width prefactor: 1.2184
onset factor for bias m = s: 0.6065
Debye temperature (rough): 640 K; atoms: 5.0e+22 cm^-3
lattice C per acceptor: 4.459e-05 k_B
binding (rough): 0.045 eV; permittivity: 11.7
hydrogenic radius: 1.367 nm
pair-exchange C per acceptor: 8.34e-04 k_B
same, exchange prefactor x10: 1.11e-03 k_B
doping to exceed lattice: above 1.68e+15 cm^-3
doping to exceed exchange: below 3.19e+13 cm^-3
window opens at fixed k_B T/s below: 0.00252 K
coupling width s needed there: 2.52e-06 eV
stray field (rough): 5e-05 T; splitting: 2.89e-09 eV
stray-field C per acceptor: 2.82e-06 k_B
doublet splitting that equals strain C: 8.89e-09 eV
s / excited-state energy (0.02 eV, rough): 5.0e-04
\end{verbatim}
